# How Cation Mixing Can Raise the Nucleation Barrier in Amorphous Oxides

When a spherical crystalline nucleus forms inside a large, homogeneous glass, classical nucleation theory gives the barrier

$$W^*=\frac{16\pi\gamma^3v^2}{3\,\Delta\mu^2}.$$

Here $\Delta\mu>0$ is the free energy released per formula unit moved from glass to crystal, $v$ is the volume of that unit, and $\gamma$ is the free energy of the glass–crystal interface per area. If mixing cations changes $\Delta\mu$ to $\Delta\mu'$ while $\gamma$ and $v$ stay the same, then

$$\frac{W^{*\prime}}{W^*}=\left(\frac{\Delta\mu}{\Delta\mu'}\right)^2 .$$

The square comes from geometry: a weaker driving force requires a critical nucleus of larger radius, and the cost of its surface grows as the radius squared. Whether mixing weakens the driving force at all is a separate question of thermodynamics, and the answer depends on the glass and on the crystal.

## What mixing does to the driving force

Consider a glass of $N_A$ units of oxide A and $N_B$ units of oxide B, each unit carrying one cation and its oxygen. Let $N=N_A+N_B$ and $x=N_A/N$. Temperature $T$ and pressure are fixed. In a regular-solution model, with random arrangement and a mean-field interaction energy $\Omega$, the free energy of mixing is

$$G_{\rm mix}=kT\left(N_A\ln\frac{N_A}{N}+N_B\ln\frac{N_B}{N}\right)+\Omega\frac{N_AN_B}{N}.$$

A small nucleus of pure A removes A units from a reservoir whose composition hardly changes. The relevant quantity is therefore the derivative with respect to $N_A$ at fixed $N_B$. Writing the bracket as $N_A\ln N_A+N_B\ln N_B-N\ln N$, its derivative is $(\ln N_A+1)-(\ln N+1)=\ln x$. The interaction term gives

$$\Omega\left(\frac{N_B}{N}-\frac{N_AN_B}{N^2}\right)=\Omega(1-x)(1-x).$$

If $\Delta\mu_0$ is the driving force in pure glass A, then

$$\Delta\mu=\Delta\mu_0+kT\ln x+\Omega(1-x)^2 .$$

The logarithm is negative: an A unit leaving the mixture gives up configurational freedom. Attraction between unlike units, $\Omega<0$, lowers $\Delta\mu$ further.

Repulsion, $\Omega>0$, acts the other way, but it cannot win in a glass that is stable against demixing. To see this, let $g(x)=G_{\rm mix}/N$, so that $g(1)=0$. Differentiating $Ng(N_A/N)$ gives the shift of the A chemical potential,

$$\frac{\partial G_{\rm mix}}{\partial N_A}=g(x)+(1-x)g'(x).$$

This is the tangent to $g$ at $x$, evaluated at pure A. Now split off a small fraction $\varepsilon$ of the glass with composition $y$. The remainder shifts its composition by $-\varepsilon(y-x)$ to first order, so the free energy per cation changes by

$$\varepsilon\left[g(y)-g(x)-(y-x)g'(x)\right].$$

Stability requires the bracket to be nonnegative for every $y$. Setting $y=1$ gives $g(x)+(1-x)g'(x)\le g(1)=0$. Hence $\Delta\mu\le\Delta\mu_0$ for a pure-A crystal in a stable mixed glass.

Inside a miscibility gap the conclusion can fail. With $\Omega=3kT$ at 600 K, the gap runs from $x=0.07$ to $0.93$. At $x=0.40$ the shift is $+0.008$ eV, so this unstable mixture drives A crystallization more strongly than pure glass A does.

## When the crystal also accepts the mixture

Suppose that the crystal can hold both cations, with fractions $y_i$, and that mixing is ideal in both phases. Let $\Delta\mu_i$ be the driving force for pure component $i$ to enter this crystal structure. The free energy released per unit is

$$\Delta\mu(y)=\sum_i y_i\left(\Delta\mu_i+kT\ln\frac{x_i}{y_i}\right).$$

If $\gamma$ and $v$ do not depend on $y$, the lowest barrier belongs to the composition with the largest $\Delta\mu(y)$. Maximizing under $\sum_i y_i=1$ with a multiplier $\lambda$ gives

$$\Delta\mu_i+kT\ln\frac{x_i}{y_i}-kT-\lambda=0.$$

The combination $\Delta\mu_i+kT\ln(x_i/y_i)$ therefore has one common value $C$, and $y_i=x_i e^{(\Delta\mu_i-C)/kT}$. Normalization fixes $C$. Since the $y_i$ sum to one, $C$ is also the maximum:

$$\Delta\mu=kT\ln\sum_i x_i e^{\Delta\mu_i/kT}.$$

It is a maximum because each term $-y_i\ln y_i$ is concave.

If all $\Delta\mu_i$ are equal, this returns the common value: the crystal regains the mixing entropy that the glass loses, and the barrier does not rise. If B is excluded, its exponential vanishes and the result is $\Delta\mu_A+kT\ln x$. In general the result lies between the smallest and the largest $\Delta\mu_i$. Compared with pure glass A, adding B therefore lowers the driving force into this crystal structure if $\Delta\mu_B<\Delta\mu_A$, and raises it if $\Delta\mu_B>\Delta\mu_A$.

## Why the barrier contains an inverse square

For a spherical nucleus of radius $r$, with a sharp isotropic interface and no elastic strain, the reversible work is

$$W(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3\frac{\Delta\mu}{v}.$$

Its derivative is $8\pi r\gamma-4\pi r^2\Delta\mu/v$, which vanishes at

$$r^*=\frac{2\gamma v}{\Delta\mu}.$$

The second derivative there is $8\pi\gamma-8\pi r^*\Delta\mu/v=8\pi\gamma-16\pi\gamma=-8\pi\gamma$, so this is a maximum. Substituting $\Delta\mu/v=2\gamma/r^*$ into the work gives

$$W^*=4\pi r^{*2}\gamma-\frac{8\pi}{3}r^{*2}\gamma=\frac{4\pi}{3}r^{*2}\gamma .$$

Inserting $r^{*2}=4\gamma^2v^2/\Delta\mu^2$ yields the barrier stated at the start.

The intermediate form shows the cause. At the top, the surface cost is $3W^*$ and the volume gain is $2W^*$, whatever the driving force. The barrier is a fixed third of the surface cost. Adding one unit to a sphere costs surface energy $2\gamma v/r$, which falls as the sphere grows. Growth becomes favourable when this cost has fallen to $\Delta\mu$. Halving $\Delta\mu$ postpones that point to twice the radius, where the surface is four times as large.

The sphere is not essential. Let a nucleus of fixed shape and linear size $L$ have area $c_AL^2$ and volume $c_VL^3$. Then

$$W=c_A\gamma L^2-c_VL^3\frac{\Delta\mu}{v},\qquad L^*=\frac{2c_A\gamma v}{3c_V\Delta\mu}.$$

At $L^*$ the volume gain is $c_VL^{*3}\Delta\mu/v=\tfrac23c_A\gamma L^{*2}$, so

$$W^*=\frac13c_A\gamma L^{*2}=\frac{4c_A^3\gamma^3v^2}{27c_V^2\Delta\mu^2}.$$

Shape enters the prefactor, and the exponent remains $-2$.

Dimension does change the exponent. Take a disc that spans a film of thickness $h$, and suppose that replacing glass by crystal at the two film faces costs no net energy. Only the rim costs energy:

$$W=2\pi rh\gamma-\pi r^2h\frac{\Delta\mu}{v}.$$

The maximum is at $r=\gamma v/\Delta\mu$, with height $\pi h\gamma^2v/\Delta\mu$. The rim area grows as the first power of $r$, and the barrier follows the first inverse power of $\Delta\mu$.

This disc matters in very thin films. With the same neutral faces, a hemisphere resting on one face has half the area and half the volume of a sphere, and hence the barrier $W^*/2$. The disc is the cheaper of the two when $\pi h\gamma^2v/\Delta\mu<8\pi\gamma^3v^2/(3\Delta\mu^2)$, that is, when $h<4r^*/3$. Thicker films with such faces return to the inverse square, with a smaller prefactor. The 1 nm film in the program is above this limit for both driving forces used there (0.67 nm in pure A and 0.97 nm in the ideal mixture, with the parameters below). Its disc checks the exponent but is not the cheapest nucleus in that film.

## A model oxide in numbers

Take round parameters that represent no particular material: $T=600$ K, so $kT=0.0517$ eV; $\Delta\mu_0=0.150$ eV; $v=0.030$ nm³; and $\gamma=0.200$ J/m², which is $1.248$ eV/nm². The crystal is pure A. In pure glass A,

$$r^*=\frac{2(1.248)(0.030)}{0.150}=0.499\ {\rm nm},$$

$$W^*=\frac{4\pi}{3}(0.499)^2(1.248)=1.30\ {\rm eV}.$$

This is $25.2\,kT$, the remainder of a surface cost of 3.91 eV and a volume gain of 2.61 eV.

Now dilute A to $x=0.40$ in an ideal mixture. The shift is $0.0517\ln0.40=-0.0474$ eV, leaving $\Delta\mu=0.1026$ eV. The mean free energy of mixing per cation, $-0.0348$ eV, would be the wrong quantity here, because it describes unmixing the whole glass rather than withdrawing A from it. The barrier ratio is

$$\left(\frac{0.150}{0.1026}\right)^2=2.14,$$

and the barrier becomes 2.79 eV. A loss of 32% in driving force has more than doubled it. The critical radius has grown to 0.73 nm, and the number of units in the nucleus from about 17 to 54.

With attraction $\Omega=-0.050$ eV, the further shift is $-0.050(0.60)^2=-0.018$ eV. The driving force falls to 0.0846 eV and the barrier rises to 4.10 eV, 3.14 times the pure value.

Dilution has a limit. In the ideal mixture $\Delta\mu$ reaches zero at $x=e^{-\Delta\mu_0/kT}=e^{-2.90}\approx0.055$. As $x$ approaches this value from above, the barrier diverges; below it, a pure-A crystal has no driving force to form.

A crystal that accepts B behaves differently. At the same glass composition, if B has a driving force of 0.050 eV into the A structure, the best nucleus contains 82% A and has $\Delta\mu=0.113$ eV, above the 0.103 eV of the pure-A nucleus. If B enters as readily as A, the full 0.150 eV is recovered.

## What the higher barrier does to the rate

For a cluster of $n$ units, $4\pi r^3/3=nv$, so its area is $(36\pi)^{1/3}(nv)^{2/3}$ and

$$W_n=-n\Delta\mu+an^{2/3},\qquad a=(36\pi)^{1/3}v^{2/3}\gamma .$$

Let clusters gain units at rate $\beta_n=\beta_0n^{2/3}$ and lose them at rate $\alpha_n$. With $N$ now denoting the number of nucleation sites, the equilibrium populations are $c_n^{\rm eq}=Ne^{-W_n/kT}$, and detailed balance requires $\alpha_{n+1}c_{n+1}^{\rm eq}=\beta_nc_n^{\rm eq}$. The steady flux $J=\beta_nc_n-\alpha_{n+1}c_{n+1}$ then obeys

$$\frac{J}{\beta_nc_n^{\rm eq}}=\frac{c_n}{c_n^{\rm eq}}-\frac{c_{n+1}}{c_{n+1}^{\rm eq}} .$$

Sum over $n$. The right side telescopes to one if single units are held at equilibrium and clusters far beyond the critical size are removed. Thus $1/J=\sum_n1/(\beta_nc_n^{\rm eq})$, a sum dominated by the barrier top.

The condition $W_n'=0$ gives $n^*=(2a/3\Delta\mu)^3$, and the curvature there is $-\tfrac29an^{*-4/3}$. Replacing the sum by a Gaussian integral gives

$$J\simeq\beta_0N\,n^{*2/3}Z\,e^{-W^*/kT},\qquad Z=\sqrt{\frac{a\,n^{*-4/3}}{9\pi kT}} .$$

The product $n^{*2/3}Z=\sqrt{a/(9\pi kT)}$ does not contain $\Delta\mu$. At equal $\beta_0$ and $N$, this approximation therefore puts the whole effect of the driving force into the exponential. Direct solution of the population equations agrees with it to better than 1% in all three glasses. The flux falls by 12.4 decades in the ideal mixture and by 23.5 decades in the attractive one. These figures use the normalization $c_n^{\rm eq}=Ne^{-W_n/kT}$, in which the single-unit population itself depends on $\Delta\mu$. Measuring the work from the single unit, $W_n-W_1$, multiplies each flux by $e^{W_1/kT}$ and reduces the falls by $(\Delta\mu_0-\Delta\mu)/(kT\ln10)$, to 12.0 and 22.9 decades.

Real mixing also changes $\beta_0$. A proportional loss of A arrivals would contribute a factor 0.40, or 0.4 decade, which is small beside 12.4. A change in atomic mobility could be much larger and is not described by this model. The model also assumes that the cations interdiffuse fast enough to keep the glass around the nucleus at composition $x$. A pure-A nucleus must expel B and depletes its surroundings. If only 1000 cations could supply it, the ideal-mixture barrier would rise from 2.79 to 2.93 eV, and in the attractive mixture the work would keep rising without reaching a critical size.

## Where the inverse-square comparison fails

The ratio of barriers assumes an unchanged interface. If $\gamma$ becomes $\gamma'$, the full ratio at fixed $v$ is

$$\frac{W^{*\prime}}{W^*}=\left(\frac{\gamma'}{\gamma}\right)^3\left(\frac{\Delta\mu}{\Delta\mu'}\right)^2 .$$

Setting it to one gives $\gamma'/\gamma=(\Delta\mu'/\Delta\mu)^{2/3}$. For the ideal mixture this is 0.776: a fall of $\gamma$ from 0.200 to 0.155 J/m² would cancel the entire increase. A measured barrier therefore cannot be assigned to the driving force alone unless the interface energy is known.

The theory also gives small nuclei bulk properties and a sharp surface. The pure-A nucleus, with some 17 units and a radius of 0.5 nm, strains both assumptions, since the length $v^{1/3}$ of one unit is already 0.31 nm. Its absolute barrier and rate illustrate the model and do not predict a crystallization time. The remaining values for the three glasses are in the numerical output below.

## Calculated quantities

```
temperature = 600 K; kT = 0.05170 eV
pure driving force = 0.150 eV per unit
interface free energy = 0.200 J/m^2 = 1.2483 eV/nm^2
volume per unit = 0.030 nm^3; A fraction = 0.40
attractive omega = -0.050 eV
ideal shift kT ln x = -0.04738 eV
interaction shift = -0.01800 eV
mean ideal mixing free energy = -0.03480 eV per cation
pure A: driving force = 0.15000 eV per unit
  critical radius = 0.4993 nm; units = 17.38
  surface cost = 3.9110 eV; volume gain = 2.6073 eV
  barrier = 1.3037 eV = 25.21 kT
  barrier / pure barrier = 1.0000
  Zeldovich factor = 0.09410
  flux/(beta0 N): solved = 7.0385e-12, formula = 7.0791e-12
  log10(flux / pure flux) = 0.000
ideal mix: driving force = 0.10262 eV per unit
  critical radius = 0.7298 nm; units = 54.28
  surface cost = 8.3555 eV; volume gain = 5.5703 eV
  barrier = 2.7852 eV = 53.87 kT
  barrier / pure barrier = 2.1364
  Zeldovich factor = 0.04404
  flux/(beta0 N): solved = 2.5398e-24, formula = 2.5465e-24
  log10(flux / pure flux) = -12.443
attractive mix: driving force = 0.08462 eV per unit
  critical radius = 0.8851 nm; units = 96.80
  surface cost = 12.2881 eV; volume gain = 8.1920 eV
  barrier = 4.0960 eV = 79.22 kT
  barrier / pure barrier = 3.1419
  Zeldovich factor = 0.02995
  flux/(beta0 N): solved = 2.4804e-35, formula = 2.4848e-35
  log10(flux / pure flux) = -23.453
mixed crystal, B driving force 0.150 eV:
  best drive = 0.15000 eV; A fraction = 0.4000
mixed crystal, B driving force 0.050 eV:
  best drive = 0.11277 eV; A fraction = 0.8218
mixed crystal, B driving force -1.000 eV:
  best drive = 0.10262 eV; A fraction = 1.0000
demixing example: omega = 0.15511 eV
  gap from x = 0.0707 to 0.9293
  driving-force shift at x = 0.40: +0.00846 eV
barrier exponent, sphere = -2.00000
barrier exponent, cube = -2.00000
barrier exponent, film disc = -1.00000
film thickness = 1.00 nm
film-disc barrier, pure A = 0.9791 eV
compensating gamma factor, ideal mix = 0.7764
compensating gamma = 0.1553 J/m^2
compensated barrier = 1.3037 eV
```
